# Core-level shifts from core-hole pseudopotentials: a model carbon atom, part 1

(Sections cited here and not found follow in the second part.)

## 1. The form of the answer

Hartree atomic units are used throughout. The binding energy of a core level at site $X$ is the difference of two all-electron (AE) total energies,

$$BE_X = E_{AE}(\text{core hole at } X) - E_{AE}(\text{no hole}).$$

A pseudopotential (PS) calculation contains no core electrons, so its energy misses the AE energy by an amount of the size of the core energy. The scale follows from the hydrogen-like ion. A 1s electron around charge $Z$ has energy $-Z^2/2$, and two such electrons repel with energy $5Z/8$. A full 1s shell has energy $-Z^2+5Z/8$ and a half-filled one $-Z^2/2$, so the missing energy changes by about $Z^2/2-5Z/8$ when the hole is made. For carbon this estimate, which ignores the valence electrons, the change of shape of the core orbital and the error of an approximate functional, is $18-3.75=14.25$ Ha. The shift between two carbon sites computed below is about $0.2$ Ha, so the missing energy must cancel very accurately for the shift to be recovered.

Three symmetry statements fix the form of the missing energy. Let $\delta_a$ be small quantities that measure how far the surroundings of an atom depart from the free reference atom for which its pseudopotential was built.

1. For atoms far apart both energies are additive, so at $\delta=0$ the difference $E_{AE}-E_{PS}$ is a sum of one constant $C_I$ per atom.
2. A pseudopotential is built from a free atom and carries no site label. $C_I$ depends on the species, on the core occupation and on the construction, and is unchanged when two atoms of one species are exchanged.
3. The reference atom is spherical, so a term linear in $\delta$ can involve only the rotationally invariant parts of $\delta$: changes of shell occupations and the spherical average of the external potential.

With $C$ the constant of the normal atom and $C^*$ that of the atom with a hole, the binding energy must have the form

$$BE_X = \Delta E_{PS}(X) + (C^*-C) + (\text{linear in scalar } \delta) + O(\delta^2),$$

where $\Delta E_{PS}$ is the PS energy with the hole potential at $X$ minus the PS energy without it. The shift $BE_A-BE_B$ is odd under $A\leftrightarrow B$, and a site-independent constant cannot contribute to it. Symmetry does not remove the linear term; eigenvalue matching and norm conservation do. The result derived below is that the atomic constant cancels exactly, while the PS shift equals the AE shift up to terms of second order in the departure of each site from the reference states. The second part is proved for an atom whose surroundings act through occupations and through charges outside the core region; for molecules and solids it is an assumption, discussed in section 5.

## 2. Model and stationarity

The derivation is carried out in Kohn–Sham theory with the spin-unpolarised local density approximation (Slater exchange, VWN correlation), without relativity, for a spherical atom. Orbitals are radial functions $u_i(r)$ with $\int u_i^2\,dr=1$, angular momentum $l_i$ and occupation $f_i$ spread evenly over the shell. The radial density is $\rho=\sum_i f_iu_i^2=4\pi r^2 n$. The 1s occupation is $2-\lambda$, so $\lambda=1$ is one hole, averaged over spin. The surroundings are a thin shell of charge $Q$ at radius $R$. An electron in it has energy $-Q/\max(r,R)$ and an ion of charge $Z_{ion}$ at the centre has energy $Z_{ion}Q/R$. The functional is

$$E=\sum_i f_i\int u_i\Big[-\tfrac12\frac{d^2}{dr^2}+\frac{l_i(l_i+1)}{2r^2}+V_{l_i}-\frac{Q}{\max(r,R)}\Big]u_i\,dr+E_{Hxc}[\rho]+\frac{Z_{ion}Q}{R}.$$

In the AE atom $V_l=-Z/r$, $Z_{ion}=Z$, and $i$ runs over 1s, 2s, 2p. In the pseudo-atom $V_l$ is the semilocal pseudopotential, $Z_{ion}=Z_v=Z-N_c$ with $N_c=2-\lambda$ core electrons, and $i$ runs over one s and one p state. A site is the triple $(f_{2s},f_{2p},Q)$.

Since $\delta\rho=2f_iu_i\,\delta u_i$, the derivative with respect to an orbital is $\delta E/\delta u_i=2f_i\,h_{l_i}u_i$, where $h_l$ is the square bracket plus $v_{Hxc}=\delta E_{Hxc}/\delta\rho$. At self-consistency $h_{l_i}u_i=\varepsilon_iu_i$. For any parameter $a$ on which the functional depends,

$$\frac{dE}{da}=\frac{\partial E}{\partial a}+\sum_i 2f_i\varepsilon_i\int u_i\frac{\partial u_i}{\partial a}\,dr=\frac{\partial E}{\partial a}+\sum_i f_i\varepsilon_i\frac{d}{da}\int u_i^2\,dr=\frac{\partial E}{\partial a},$$

because the norm stays equal to one. Only the eigenvalue equation was used. A core-hole state, with $f_{1s}<f_{2s}$, is not a minimum, since mixing 1s into the more occupied 2s orbital lowers the energy. It is a stationary point, and that suffices. Three cases are needed.

For $a=f_i$ the explicit derivative is the expectation value of the bracket plus $\int v_{Hxc}u_i^2\,dr$, which is Janak's theorem, $dE/df_i=\varepsilon_i$.

For $a=Q$,

$$\frac{dE}{dQ}=\Phi\equiv\frac{Z_{ion}}{R}-\int\frac{\rho}{\max(r,R)}\,dr .$$

For a parameter $t$ in the potential and the ion charge, the Hellmann–Feynman theorem reads

$$\frac{dE}{dt}=\Big\langle\frac{\partial V}{\partial t}\Big\rangle\equiv\sum_i f_i\int u_i^2\,\frac{\partial V_{l_i}}{\partial t}\,dr+\frac{dZ_{ion}}{dt}\frac{Q}{R}.$$

Angle brackets always include the ion–shell term.

## 3. The pseudopotentials

The AE atom is solved in a reference state with $Q=0$, a chosen $\lambda$ and chosen valence occupations. For each $l$ a nodeless function $\tilde u_l$ is chosen equal to the AE valence orbital $u_l$ for $r\ge r_c$. The Troullier–Martins form inside is $\tilde u_l=r^{l+1}e^{p(r)}$, with $p$ an even polynomial of degree twelve. Its seven coefficients are fixed by matching $p$ and four derivatives at $r_c$, by zero curvature of the screened potential at the origin, and by norm conservation,

$$\int_0^{r_c}\tilde u_l^2\,dr=\int_0^{r_c}u_l^2\,dr .$$

The screened potential is the one that has $\tilde u_l$ as eigenfunction at the AE eigenvalue $\varepsilon_l$. From $\tilde u'/\tilde u=(l+1)/r+p'$ one gets $\tilde u''/\tilde u=l(l+1)/r^2+2(l+1)p'/r+p''+p'^2$, and the radial equation $\tilde u''/\tilde u=l(l+1)/r^2+2(V^{scr}_l-\varepsilon_l)$ gives

$$V_l^{scr}=\varepsilon_l+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}\quad(r<r_c),$$

with $V_l^{scr}$ equal to the AE potential outside. Unscreening defines the ionic potential $V_l=V_l^{scr}-v_{Hxc}[\tilde\rho]$, with $\tilde\rho=\sum_lf_l\tilde u_l^2$. Putting $\tilde\rho$ back into the pseudo-atom restores $V_l^{scr}$, whose lowest state is $\tilde u_l$, so the reference is self-consistent. Two properties follow at the reference:

(a) $\tilde\varepsilon_l=\varepsilon_l$;

(b) $\rho_{AE}-\tilde\rho=\rho_c+\sum_lf_l(u_l^2-\tilde u_l^2)$, where the sum vanishes outside $r_c$ and has zero integral.

For $r>r_c$, $V_l=-Z/r+v_{Hxc}[\rho_{AE}]-v_{Hxc}[\tilde\rho]$. By (b) and Gauss's law the Hartree difference is the potential of the core charge, $N_c/r$ where the core density has died out, and there the exchange-correlation difference vanishes as well. Hence $V_l\to-(Z-N_c)/r=-Z_v/r$.

Three potentials appear: $V$ for carbon ($Z_v=4$), $V^*$ for carbon with $\lambda=1$ ($Z_v=5$), and $V_N$ for nitrogen with a full core ($Z_v=5$). Unless stated otherwise all are built with valence $2s^22p^2$ and $r_c=1.2$ bohr. The program tests (a) by solving each pseudo-atom self-consistently from a perturbed start and requiring agreement within $2\times10^{-6}$ Ha.

## 4. The residual has no first-order term

Define the constant and the residual by

$$C=E_{AE}(\text{ref})-E_{PS}(\text{ref}),\qquad D(X)=E_{AE}(X)-E_{PS}(X)-C,$$

and $C^*$, $D^*$ in the same way from the AE atom with a hole and $V^*$. By definition $D(\text{ref})=0$. The gradient follows from section 2.

For occupations, $\partial D/\partial f_l=\varepsilon_l-\tilde\varepsilon_l$, which is zero at the reference by (a).

For the shell charge, with $Z-Z_v=N_c$,

$$\frac{\partial D}{\partial Q}=\frac{N_c}{R}-\int\frac{\rho_{AE}-\tilde\rho}{\max(r,R)}\,dr .$$

Both sets of orbitals are normalised, so $\int(\rho_{AE}-\tilde\rho)\,dr=N_c$, and the first term can be taken under the integral:

$$\frac{\partial D}{\partial Q}=\int(\rho_{AE}-\tilde\rho)\Big[\frac1R-\frac1{\max(r,R)}\Big]dr=\int_R^\infty(\rho_{AE}-\tilde\rho)\Big[\frac1R-\frac1r\Big]dr .$$

If $R>r_c$, property (b) leaves only the core density beyond $R$ in the integrand. The derivative vanishes provided the core does not reach the external charge. The same holds for any external charges, spherical or not, that lie outside the sphere holding $\rho_{AE}-\tilde\rho$. With $\varphi(\mathbf r)$ their electrostatic potential, the first-order change of $D$ is $N_c\varphi(0)-\int(n_{AE}-\tilde n)\varphi\,d^3r$. The density difference is spherical, so only the average of $\varphi$ over each sphere enters. $\varphi$ obeys Laplace's equation there, and the average of such a function over a sphere is its value at the centre. The integral is $N_c\varphi(0)$ and the two terms cancel.

The role of norm conservation is seen by breaking it. Let the inner norm be $(1+\eta)N_l$, with $N_l=\int_0^{r_c}u_l^2\,dr$. The total norm of the matched function is $1+\eta N_l$, so after normalisation $\tilde u_l^2=u_l^2/(1+\eta N_l)$ outside $r_c$, and

$$\frac{\partial D}{\partial Q}=\sum_lf_l\,\frac{\eta N_l}{1+\eta N_l}\int_R^\infty u_l^2\Big[\frac1R-\frac1r\Big]dr ,$$

which is positive for $\eta>0$. For carbon with $\eta=0.1$ and $R=3$ bohr, a central difference of self-consistent energies gives $5.832\times10^{-4}$ Ha/e, and $\Phi_{AE}-\Phi_{PS}$ at the reference gives the same four digits. With the norm conserved the difference quotient is $-1.1\times10^{-9}$ Ha/e. The program asserts agreement within 1% in the first case and a magnitude below $10^{-5}$ Ha/e in the second.

The leading residual is therefore quadratic, $D=\tfrac12\sum_{ab}D_{ab}\delta_a\delta_b+O(\delta^3)$ with $\delta=(\delta f_{2s},\delta f_{2p},Q)$. Differentiating the gradient once more gives

$$D_{ll'}=\frac{\partial\varepsilon_l}{\partial f_{l'}}-\frac{\partial\tilde\varepsilon_l}{\partial f_{l'}},\qquad D_{lQ}=\frac{\partial\varepsilon_l}{\partial Q}-\frac{\partial\tilde\varepsilon_l}{\partial Q},\qquad D_{QQ}=\frac{\partial\Phi_{AE}}{\partial Q}-\frac{\partial\Phi_{PS}}{\partial Q}.$$

The coefficients are the mismatch of hardness and of response between the true atom and the pseudo-atom. The approximations of the pseudopotential (frozen core, smoothed orbitals, core–valence exchange-correlation linearised about the reference density) all enter here together; the derivation does not separate them. The argument used only (a) and (b), so it applies equally to a separable Kleinman–Bylander form built on the same reference orbitals, with different $D_{ab}$.

The test runs along the line $F+s(B-F)$ from the reference $F=(2,2,0)$ to the site $B=(1.5,\,2.75,\,0.25)$. The quotient $a(s)=[D(s)-D(-s)]/2s=D'+D'''s^2/6+\dots$ is combined as $[4a(0.1)-a(0.2)]/3$, which removes the $s^2$ term. The slope so found is $1.3\times10^{-10}$ Ha for $D$ and $6.3\times10^{-11}$ Ha for $D^*$, while the PS energies themselves have slopes $0.1058$ and $0.0366$ Ha. The even part $D(s)+D(-s)=D''s^2+O(s^4)$ should grow fourfold from $s=0.1$ to $0.2$; the ratios are $4.002$ and $4.003$. The curvature from energies, $2.501\times10^{-4}$ Ha for $D$ and $3.654\times10^{-4}$ Ha for $D^*$, is compared with the $s$-derivative of $\sum_l\delta f_l(\varepsilon_l-\tilde\varepsilon_l)+\delta Q(\Phi_{AE}-\Phi_{PS})$, which gives $2.501\times10^{-4}$ and $3.655\times10^{-4}$ Ha. All three properties are asserted (slope below $10^{-5}$ Ha, ratio within $0.4$ of 4, curvatures within 5%).

## 5. Cancellation of the constant

For a system of atoms $I$, define $D$ by $E_{AE}=E_{PS}+\sum_IC_I+D$. With a hole at $X$, define $D^*_X$ by $E_{AE}^{*}=E_{PS}[V^*\text{ at }X]+C^*+\sum_{I\ne X}C_I+D^*_X$. Subtracting, every constant with $I\neq X$ appears once with each sign, and

$$BE_X=\Delta E_{PS}(X)+K+D^*_X-D,\qquad K=C^*-C .$$

This is an identity. For a second site of the same species, treated with the same pair $V$, $V^*$, the constant $K$ is the same number, so

$$BE_A-BE_B=\Delta E_{PS}(A)-\Delta E_{PS}(B)+\big[D^*_A-D(A)\big]-\big[D^*_B-D(B)\big].$$

If $A$ and $B$ are sites of one system, the ground state is common, and both its PS energy and its residual drop out:

$$BE_A-BE_B=E_{PS}[V^*\text{ at }A]-E_{PS}[V^*\text{ at }B]+D_A^*-D_B^* .$$

The physical content is the size of the residuals. Section 4 proves that they are of second order for an atom whose surroundings act through occupations and through charges outside the core region. In a molecule or solid the valence states of the neighbours enter that region, and the smallness of $D$ is the assumption of transferability for non-overlapping core spheres. Norm conservation supports it through the following identity. Let $u(r,\varepsilon)$ be the regular solution in a fixed potential and let a dot denote $\partial/\partial\varepsilon$. Then $-\tfrac12u''+Wu=\varepsilon u$ and $-\tfrac12\dot u''+W\dot u=\varepsilon\dot u+u$, with $W$ including the centrifugal term. Multiplying the second by $u$, the first by $\dot u$ and subtracting gives $-\tfrac12(u\dot u'-\dot uu')'=u^2$. Integrating from the origin, where $u$ and $\dot u$ vanish, and using $u\dot u'-\dot uu'=u^2\,\partial_\varepsilon(u'/u)$,

$$-\tfrac12u^2(r_c)\,\frac{\partial}{\partial\varepsilon}\frac{u'}{u}\Big|_{r_c}=\int_0^{r_c}u^2\,dr .$$

Equal values at $r_c$ and equal inner norms make the logarithmic derivatives agree to first order in $\varepsilon-\varepsilon_l$, so states away from the reference energy see the same boundary condition to that order. This makes the assumption plausible without proving a bound on $D$.

$K$ is not observable, since it changes with $r_c$ and with the reference state while $\Delta E_{PS}$ changes oppositely, up to the residuals. The cancellation fails if the two sites are computed with different pseudopotentials. In a periodic cell the final state with an unscreened hole is charged, and the compensating background adds an energy. In a homogeneous bulk material its leading, monopole part depends on the cell and its dielectric screening but not on the site; in a slab with vacuum the background energy also depends on the depth of the site. That part cancels only if both holes are made in the same cell, and higher-order finite-size terms remain.

## 6. Example: the carbon 1s shift

The sites are model environments with $R=3$ bohr: the reference $F=(2,2,0)$, a cation-like site $A=(2,\,1.5,\,-0.5)$ and a promoted, slightly anionic site $B=(1.5,\,2.75,\,0.25)$. Atom and shell together are neutral in each ground state. The valence occupations are held fixed when the hole is made. Five decimals are kept because the quantities of interest are residuals of order $10^{-4}$ Ha inside one model; they say nothing about the accuracy of LDA. Last digits may differ by one through rounding.

At the reference $E_{AE}=-37.42575$ and $E_{PS}=-5.34538$ Ha give $C=-32.08036$ Ha. With the hole, $-26.35050$ and $-8.80206$ Ha give $C^*=-17.54843$ Ha. Then $K=-17.54843+32.08036=14.53193$ Ha, near the estimate $14.25$ Ha of section 1. At the sites,

$$\Delta E_{PS}(A)=-8.58606+5.28536=-3.30070\ \text{Ha},$$

$$\Delta E_{PS}(B)=-8.76719+5.24903=-3.51816\ \text{Ha}.$$

These are negative because $V^*$ is the more attractive potential. Adding $K$ gives $11.23123$ and $11.01377$ Ha, against the AE values $11.23139$ and $11.01381$ Ha. The differences are the residuals: $D^*_A-D(A)=(2.11-0.52)\times10^{-4}=1.59\times10^{-4}$ Ha and $D_B^*-D(B)=(1.49-1.13)\times10^{-4}=0.36\times10^{-4}$ Ha. The quadratic term alone predicts $D(B)=\tfrac12\times2.501\times10^{-4}=1.25\times10^{-4}$ and $D^*_B=1.83\times10^{-4}$ Ha; the actual values $1.13$ and $1.49\times10^{-4}$ Ha show that higher orders matter at $s=1$, at the level of 10 to 20% of the quadratic term.

The shift needs no constant: $-3.30070+3.51816=0.21746$ Ha $=5.917$ eV, against the AE value $0.21758$ Ha $=5.921$ eV. The error is $1.2\times10^{-4}$ Ha, or $0.06\%$ of the AE shift. With $r_c=1.5$ bohr, $K$ becomes $14.52984$ Ha, a change of $0.00209$ Ha, and the shift becomes $0.21757$ Ha, a change of $0.00011$ Ha. The larger radius happens to land closer to the AE shift. The shift error is a combination of four residuals with two signs, so a cancellation among them is the likely cause; this is a conjecture, as the four residuals for $r_c=1.5$ bohr are not printed. The asserted tolerances are $3\times10^{-3}$ Ha for $r_c=1.2$ and $5\times10^{-3}$ Ha for $r_c=1.5$ bohr.

## 7. Janak's path: initial state and transition state

With $f_{1s}=2-\lambda$, Janak's theorem gives $dE_{AE}/d\lambda=-\varepsilon_{1s}(\lambda)\equiv g(\lambda)$, and

$$BE_X=\int_0^1g_X(\lambda)\,d\lambda .$$

This is exact within the functional. A three-point Gauss rule gives $11.23139$ and $11.01381$ Ha for $A$ and $B$, and agreement with the energy differences within $2\times10^{-5}$ Ha is asserted.

The initial-state approximation replaces the integrand by $g(0)$, the ground-state eigenvalue. Expanding about zero, $BE=g(0)+\tfrac12g'(0)+\dots$, so to leading order the error of the shift is the neglected site difference of $\tfrac12g'(0)$. The Slater transition state expands about the midpoint. With $x=\lambda-\tfrac12$ the odd terms integrate to zero and $\int_{-1/2}^{1/2}x^2dx=1/12$, so

$$BE=g(\tfrac12)+\tfrac1{24}g''(\tfrac12)+\dots$$

For $A$, $g(0)=10.04208$, $g(\tfrac12)=11.22292$, $g(1)=12.45428$ Ha. The second difference with step $\tfrac12$ gives $g''\approx4(10.04208-2\times11.22292+12.45428)=0.2021$ Ha, and $g''/24=0.0084$ Ha; the actual $BE-g(\tfrac12)$ is $0.0085$ Ha. For $B$ the values $9.92994$, $11.00552$, $12.13028$ Ha give $0.0082$ Ha against the actual $0.0083$ Ha. The curvature terms nearly cancel between sites, and the transition-state shift is $0.21740$ Ha $=5.916$ eV, within $0.1\%$ of the AE shift. The initial-state shift is $10.04208-9.92994=0.11214$ Ha $=3.051$ eV, only $52\%$ of it. The program asserts that the transition-state error in each $BE$ is below 5% of the initial-state error.

In this functional $BE$ exceeds $g(0)$, by $1.189$ Ha at $A$, although valence relaxation lowers the final state. Section 9 splits this excess into its parts.

The atomic constant cancels exactly between sites treated with the same pair of pseudopotentials, and for the model carbon atom, where the residuals are of second order, the pseudopotential shift of $0.21746$ Ha agrees with the all-electron $0.21758$ Ha. What remains is to obtain the initial-state shift without a core orbital, to separate out the relaxation, and to examine the $Z+1$ approximation, screened final states and the limits of the comparison.
